The Field Needed to Resolve Zeeman-Split Superconducting Tunnelling Peaks

**Question.** A thin superconducting film is separated from a normal metal by a tunnel barrier. A magnetic field in the plane of the film splits the peak in the tunnelling conductance into two, one for each electron spin. How large a field is needed to resolve the two peaks at 0.4 K, and how does that field scale with temperature?

**Answer.** The scale is 1 tesla, and it is proportional to temperature. It follows from setting the Zeeman splitting equal to the thermal width of a tunnelling measurement, about 3.5 kT. This is an estimate of scale and not a threshold. Two narrow symmetric lines at that spacing are separated by a visible dip, but the peaks of a superconductor have long tails on one side. For a film with a gap of 0.35 meV, two separate maxima appear at about 1.5 T, or 1.7 T when the orbital effect of the field is included. Both values leave out spin-orbit scattering, which raises the onset further.

**Units and assumptions**

The algebra uses atomic units: ħ = e = m = 1, and temperature T is measured as an energy, so k = 1. The Bohr magneton eħ/(2m) is then 1/2. Energies are counted from the Fermi level. The electron has g = 2, the tunnelling electron keeps its spin, and the normal metal has a constant density of states near the Fermi level. The symbol h stands for the Zeeman energy of one spin,

h = μ_B B = B/2.

**How far apart are the peaks?**

Consider an electron state of spin ↑ and its time-reversed partner of spin ↓, both with energy ξ in zero field. Let ↑ be the spin whose energy the field raises. With a real pairing energy Δ, the mean-field Hamiltonian of the pair of states is

H = (ξ + h) c↑†c↑ + (ξ − h) c↓†c↓ + Δ(c↑†c↓† + c↓c↑).

Since c↓†c↓ = 1 − c↓c↓†, the second term equals a constant plus (−ξ + h) c↓c↓†. The Hamiltonian is therefore a quadratic form in c↑ and c↓†, with the matrix

[ ξ + h   Δ ]
[ Δ   −ξ + h ].

Its eigenvalues λ satisfy

(λ − h − ξ)(λ − h + ξ) − Δ² = 0,
(λ − h)² = ξ² + Δ²,
λ = h ± E_ξ, with E_ξ = √(ξ² + Δ²).

Adding a spin-↑ electron thus costs E_ξ + h. For the other spin h changes sign, and the cost is E_ξ − h. The smallest value of E_ξ is Δ, so the two thresholds are Δ + h and Δ − h. Their distance is

2h = g μ_B B,

which is simply B in atomic units. The field shifts the two spectra rigidly and leaves their shape unchanged.

That shape is needed below. A state at ξ accepts an electron with probability (1 + ξ/E_ξ)/2, and the state at −ξ, which has the same E_ξ, with probability (1 − ξ/E_ξ)/2. The two add to 1. The density of states relative to the normal metal is therefore dξ/dE at positive ξ. From ξ = √(E² − Δ²),

N(E) = |E|/√(E² − Δ²) for |E| > Δ, and zero otherwise.

With the field on, the total is

N_S(E) = ½N(E − h) + ½N(E + h).

**How wide does temperature make them?**

Let v be the bias voltage times the electron charge, with the sign chosen so that positive v raises the electrons of the normal metal. The current is proportional to the difference in occupation across the barrier:

I(v) ∝ ∫ N_S(E) [f(E − v) − f(E)] dE, f(ε) = 1/(e^(ε/T) + 1).

Only the first Fermi function depends on v. Differentiation gives the conductance

G(v) ∝ ∫ N_S(E) K(E − v) dE, K(ε) = −df/dε.

With x = ε/T,

K = (1/T) e^x/(e^x + 1)² = (1/T) 1/(e^(x/2) + e^(−x/2))² = 1/[4T cosh²(x/2)].

Any sharp feature in N_S is spread over this bell-shaped function. The superconductor's own occupation has dropped out, so the width comes from the electrons of the normal metal.

The maximum of K is at x = 0, where cosh² = 1. Half the maximum is reached when

cosh²(x/2) = 2, x = ±2 arcosh √2.

The full width at half maximum is

w = 4 arcosh(√2) T = 3.53 T.

The usual rounded value is 3.5 kT.

**The estimate**

Setting the splitting equal to the rounded width gives

g μ_B B = 3.5 kT, B = 3.5 kT/(2μ_B).

In atomic units this reads B = 3.5 T, where T is the temperature. At 0.4 K the thermal energy is 0.03447 meV, and the Bohr magneton is 0.05788 meV per tesla. Hence

3.5 kT = 3.5 × 0.03447 meV = 0.1206 meV,
B = 0.1206/(2 × 0.05788) T = 1.04 T.

The same field is 4.43 × 10⁻⁶ atomic units, one unit being 2.35 × 10⁵ T. Keeping 3.53 instead of 3.5 gives 1.05 T, a difference of no importance here.

The scaling is linear, at 2.6 T per kelvin. Cooling the electrons to 0.1 K lowers the scale to 0.26 T; at 1 K it is 2.6 T. A scale is not a promise of two visible peaks: at 1 K the aluminium film treated below, with the orbital effect included, shows no two separate maxima at any field it can withstand. Read the other way, a field of 2 T matches the thermal width at 2/2.6 K, or 0.77 K. The gap does not enter, because both the splitting and the thermal width are independent of it.

**What the criterion means for narrow lines**

Suppose first that each spin contributed one sharp line. The conductance would be the sum of two copies of K a distance s apart. Measured from the midpoint, in units of T,

S(x) = K(x − s/2) + K(x + s/2).

This is even in x, so its slope vanishes at the midpoint. There is a dip if the curvature is positive. Since K is even, that curvature is 2K″(s/2). With u = x/2, K is proportional to sech²u, and

d(sech²u)/du = −2 sech²u tanh u,
d²(sech²u)/du² = 4 sech²u tanh²u − 2 sech⁴u.

Substituting sech²u = 1 − tanh²u in one factor of the last term gives

d²(sech²u)/du² = 2 sech²u (3 tanh²u − 1).

The curvature changes sign at tanh u = 1/√3. At the point x = s/2 we have u = s/4, so the dip first appears at

s = 4 artanh(1/√3) = 2.63.

At 0.4 K this corresponds to 0.78 T. The full-width criterion is stricter, and the dip it guarantees can be found by hand. At s = w each line contributes half its maximum K₀ at the midpoint, which makes K₀ in total. At the centre of one line, that line gives K₀ and the other gives K₀/cosh²(w/2), with w in units of T. Now w/2 = 2 arcosh √2, and cosh 2a = 2cosh²a − 1 = 3 for a = arcosh √2. The second contribution is K₀/9. The ratio of midpoint to line centre is

1/(1 + 1/9) = 9/10.

The maxima of the sum lie slightly inside the line centres, at x = ±1.49 instead of ±1.76, so the dip measured from them is 11%. A dip of about one tenth is a reasonable meaning of "resolved" for such lines.

**Why a superconductor needs more field**

The BCS peak is not a narrow symmetric line. Just above the gap, write E = Δ + y with y much smaller than Δ:

N = (Δ + y)/√(2Δy + y²) ≈ √(Δ/(2y)).

The density jumps up at the edge and then falls slowly. After thermal smoothing, the shape of one peak is proportional to

F(η) = ∫₀^∞ t^(−1/2) /[4 cosh²((t − η)/2)] dt,

where η is the bias measured from that peak's edge in units of T. Far below the edge the kernel is close to e^(η − t), and since ∫₀^∞ t^(−1/2) e^(−t) dt = √π, F ≈ √π e^η. Far above the edge the kernel acts as a narrow function of unit area, and F ≈ η^(−1/2). One side is exponential and the other is a slow power law.

Let η be measured from the lower edge. The upper peak contributes F(η − s), with s the splitting in units of T. Two maxima require the sum to fall somewhere between them:

F′(η) + F′(η − s) < 0.

The first term is the gentle downward slope of the lower peak's tail. The second is the upward slope of the upper peak's foot. If the peaks are too close, the foot wins everywhere in between, and the curve climbs without a dip to a single maximum.

Any such curve also falls after its last maximum, so the fall that counts is one followed by a new rise. It must happen on the lower part of the upper peak's foot, where the slope of that peak is still growing. The onset is the smallest s for which the inequality can be met there. For negative η the kernel can be expanded in powers of e^(η − t):

1/[4 cosh²((t − η)/2)] = Σ (−1)^(n+1) n e^(n(η − t)), n = 1, 2, 3, …

Each term is integrated with ∫₀^∞ t^(−1/2) e^(−nt) dt = √(π/n). Differentiating the result with respect to η gives

F′(η) = √π Σ (−1)^(n+1) n^(3/2) e^(nη) = −√π Li_(−3/2)(−e^η),

where Li is the polylogarithm, which continues the sum to positive η. For each η on the falling side of the lower peak, the two slopes cancel at two values of s. The smaller one belongs to the fall after the last maximum. The larger one has the foot of the upper peak at η, and for any splitting just above it the curve falls at η before rising again. I found this larger value numerically for each η and then took the smallest of the results. The result is s = 4.72. No material parameter has entered, so in the limit Δ ≫ kT the onset field is also proportional to temperature, with 4.7 in place of 3.5.

A finite gap raises the number. To next order in y/Δ,

N = √(Δ/(2y)) (1 + y/Δ)(1 + y/(2Δ))^(−1/2) ≈ √(Δ/(2y)) [1 + 3y/(4Δ)].

The correction grows with y, so the tail falls less steeply, and the upper peak must be moved further away before the tail can win.

**A thin aluminium film**

Aluminium suits the measurement because it is a light metal with weak spin-orbit scattering, so that spin remains a good label. I take rough typical values for a thin film: gap 0.35 meV, thickness 4 nm and diffusion constant 5 cm²/s. At 0.4 K the gap is 10.15 kT.

To find the onset, the full BCS density was smoothed by numerical integration, the maxima on the positive-bias side were counted, and the splitting was bisected between one maximum and two. The onset is at 5.16 kT. The field is

B = 5.16 × 0.03447/(2 × 0.05788) T = 1.54 T.

At the estimated 1.04 T this ideal curve still has a single maximum. The estimate is low by a factor of about 1.5 if "resolved" means two maxima. It remains useful if the spectrum is fitted with a known line shape, because the splitting is then as large as the thermal width and clearly changes the shape of the curve.

**The orbital effect of the field**

The field also acts on the motion of the pairs. Let z be the distance from the middle plane of the film. A vector potential Bz along the film gives a pair, whose charge is 2, the momentum q = 2Bz. This choice makes the average momentum zero, as it must be without a net current. The average of its square is

⟨q²⟩ = (4B²/d) ∫ z² dz = (4B²/d)(d³/12) = B²d²/3,

with the integral running from −d/2 to d/2.

The effect on the spectrum follows from the Usadel description of a diffusive superconductor, which I take as the starting point. It represents the state at energy E by a complex angle θ, with N = Re cos θ. In a film thin enough for θ to be uniform, θ makes the following expression stationary:

−iE cos θ + Δ sin θ − (D/4)⟨q²⟩ sin²θ.

Setting its derivative to zero gives

iE sin θ + Δ cos θ − α sin θ cos θ = 0,
α = D⟨q²⟩/2 = D B²d²/6.

In ordinary units α = D e²B²d²/(6ħ). Without α the equation gives tan θ = iΔ/E, hence cos θ = 1/√(1 − Δ²/E²), which is the BCS density again. A nonzero α rounds off the singularity and moves the edge inward.

At 1.04 T the depairing energy α is 0.0022 meV, or 0.6% of the gap. That looks negligible, but the edge moves by much more. Below the edge cos θ is imaginary, so write θ = π/2 + iχ with real χ. The equation for θ becomes

E = Δ tanh χ − α sinh χ.

The edge is the largest E this allows. It lies at cosh³χ = Δ/α, which gives

E_edge = Δ[1 − (α/Δ)^(2/3)]^(3/2).

For α/Δ = 0.0063 the edge is 5% below Δ, a shift of about half of kT. Repeating the count with the depaired density, with α growing as B² and Δ held fixed, moves the onset from 5.16 to 5.84 kT. The field becomes 1.74 T, 13% above the ideal value. Because α varies as d², doubling the thickness at fixed D and B multiplies it by four. Thin films are therefore needed.

**What a spectrum at 2 T looks like**

At 2 T the Zeeman splitting is 4 × 0.05788 = 0.2315 meV, and both calculated curves have two maxima. In the ideal curve they lie at 0.281 and 0.506 meV, a separation of 0.225 meV. With depairing, and with Δ still held at 0.35 meV, they lie at 0.2844 and 0.5037 meV, a separation of 0.219 meV. Depairing also lowers Δ itself, by about πα/4 or 0.006 meV at this field, which would move both maxima down by about that amount.

Both separations are smaller than the true splitting, by 3% and 5%. Overlap pulls the maxima together. The upper peak sits on the falling tail of the lower one, and adding a downward slope moves a maximum to lower bias. The lower peak sits on the rising foot of the upper one and moves to higher bias. Taking the distance between maxima as g μ_B B would therefore give a g factor a few per cent too small in this model.

The midpoint of the ideal pair is 0.39 meV, above the gap of 0.35 meV. Smoothing a density that is empty below its edge and has a long tail above it puts the maximum above the edge. The peak position is not the gap.

**The upper limit on the field**

More field cannot be applied indefinitely, because a normal metal gains energy by aligning its spins. Let N₀ be the normal density of states per spin, W a large energy cutoff and V the pairing strength. At zero temperature the superconducting energy minus the normal one is

δE = 2N₀ ∫₀^W (ξ − E_ξ) dξ + Δ²/V.

Making this stationary in Δ gives 1/V = N₀ ∫₀^W dξ/E_ξ = N₀ arsinh(W/Δ). The first integral is elementary:

2∫₀^W (ξ − E_ξ) dξ = W² − W√(W² + Δ²) − Δ² arsinh(W/Δ).

The arsinh terms cancel, and for W ≫ Δ

δE = N₀[W² − W√(W² + Δ²)] → −N₀Δ²/2.

In the normal metal, moving an electron from energy −ξ + h in the raised spin band to ξ − h in the lowered one changes the energy by 2(ξ − h). This pays for ξ < h, and the total is

2N₀ ∫₀^h (ξ − h) dξ = −N₀h².

The superconductor loses when h² = Δ²/2, at the Pauli limit

B_P = Δ/(√2 μ_B) = 0.35/(1.414 × 0.05788) T = 4.28 T.

The useful window for this film opens at about 1.7 T and closes below 4.3 T, because depairing weakens the superconductor and lowers the limit. Including depairing in the pairing energy gives roughly 3.7 T at zero temperature for the film parameters used here. Cooling widens the window from below. A smaller gap narrows it from above, since B_P is proportional to Δ while the thermal scale is not. The limit derived here leaves out depairing, spin-orbit scattering and the exchange interaction between electrons, which changes the energy gained by aligning spins in the normal metal. The critical field of a real film can therefore differ from these values.

**How this compares with real junctions**

The gap used here is about twice that of bulk aluminium, a value that very thin films can reach. The diffusion constant varies strongly with film quality, and α varies with it.

Several assumptions can fail in a device:

- The electrons may be warmer than the cryostat. At 0.5 K instead of 0.4 K the thermal scale rises from 1.04 to 1.3 T.
- Spin-orbit scattering mixes the two spectra. For a rough scattering energy of 0.05Δ, it amounts to 0.15 of the splitting at 1.04 T. This is not negligible, and it is absent from the curves above. If it is added to the depaired model as a term of size 0.05Δ sin(θ↑ − θ↓) that couples the equations of the two spins, the onset of two maxima moves from 1.74 to about 1.9 T, and the maxima at 2 T lie 13% closer together than the Zeeman splitting. In a metal where the ratio approaches one, two separate spin peaks can no longer be assumed.
- A field component perpendicular to the film adds orbital depairing that the formula for α does not contain.
- Voltage noise and the modulation used to measure the conductance add further width.

Thermal excitation inside the superconductor is a much smaller matter. At 1.04 T the lower edge is at Δ − h = 0.29 meV, and its Boltzmann factor is 2 × 10⁻⁴.

**A magnetic counter-electrode**

The normal metal can be replaced by a ferromagnet. If its tunnelling electrons have spin polarization P, the two spin peaks carry weights (1 + P)/2 and (1 − P)/2 instead of one half each. The conductance is then no longer the same at positive and negative bias, and this asymmetry reveals P. Unequal heights on one side alone do not, because the upper peak sits on the tail of the lower one even at P = 0. The splitting and the thermal kernel do not change, so the 1 T scale stands. The condition for a dip does change. With weight a for the lower peak and b for the upper one it becomes

a F′(η) + b F′(η − s) < 0.

Extra weight in the lower peak makes its fall easier to see, provided the upper peak is still strong enough to produce a second rise. For the aluminium film with depairing, the onset falls from 5.84 kT at a = 0.5 to about 4.5 kT at a = 0.7, but it rises to about 7 kT at a = 0.9. Extra weight in the upper peak strengthens the foot that hides the dip, and a larger field is needed. The onset fields of 1.5 and 1.7 T therefore belong to an unpolarized counter-electrode.
